# Why angular grids break rotational invariance and standard orientation hides it

## 1. Six points and one direction

Let $\mathbf n$ be a unit vector attached to a molecule, and let the quantity to be integrated over directions $\Omega$ be $(\mathbf n\cdot\Omega)^4$. The exact integral cannot depend on $\mathbf n$. Taking $\mathbf n$ as polar axis and $u=\cos\theta$,

$$\int(\mathbf n\cdot\Omega)^4\,d\Omega=2\pi\int_{-1}^{1}u^4\,du=\frac{4\pi}{5}.$$

Now use the six points $\pm\hat x,\pm\hat y,\pm\hat z$, fixed in the laboratory, each with weight $4\pi/6$. Opposite points give equal values, so

$$Q(\mathbf n)=\frac{4\pi}{6}\,2\,(n_x^4+n_y^4+n_z^4)=\frac{4\pi}{3}\,(n_x^4+n_y^4+n_z^4).$$

For $\mathbf n$ along a coordinate axis the bracket is 1 and $Q=4\pi/3$. Along a body diagonal each component squared is $1/3$, the bracket is $3\cdot\frac19=\frac13$, and $Q=4\pi/9$. The result depends on how the molecule is turned.

For the integrand $(\mathbf n\cdot\Omega)^2$ the same rule gives $\frac{4\pi}{3}(n_x^2+n_y^2+n_z^2)=\frac{4\pi}{3}$, which is the exact integral for every $\mathbf n$. The difference between the two cases lies in their Legendre components:

$$u^4=\tfrac{8}{35}P_4(u)+\tfrac47P_2(u)+\tfrac15 .$$

The six-point rule integrates all harmonics up to $l=3$: odd ones cancel between opposite points, and the quadratic case has just been checked. The orientation dependence therefore comes from $P_4$. With $P_4(\pm1)=1$ and $P_4(0)=\frac38$, its contribution for $\mathbf n=\hat z$ is

$$\frac{8}{35}\cdot\frac{4\pi}{6}\left(2+4\cdot\frac38\right)=\frac{8\pi}{15}=\frac{4\pi}{3}-\frac{4\pi}{5},$$

which is the whole error.

Two more features carry over to molecules. Over all directions the average of $n_x^4$ is $\frac15$, so the average of $Q$ is $\frac{4\pi}{3}\cdot\frac35=\frac{4\pi}{5}$: the error averages to zero. And if $\mathbf n$ is first turned onto $\hat z$ before every calculation, the answer is $4\pi/3$ each time. It is reproducible, and it is wrong by $8\pi/15$.

## 2. Reducing a molecular grid to one function on the sphere

Consider a Kohn-Sham energy in which the exchange-correlation (xc) term alone is integrated numerically. Each atom $A$ at $\mathbf R_A$ carries radial shells $r_i$ with weights $w_i$, and every shell uses the same angular rule $\{\Omega_k,W_k\}$ with $\sum_kW_k=4\pi$, fixed in the laboratory. Partition weights $p_A(\mathbf r)$, which sum to one, divide space among the atoms. Collect everything except the angular sum:

$$H(\Omega)=\sum_A\sum_i w_i r_i^2\,\big[p_A\,\rho\,\varepsilon_{xc}\big](\mathbf R_A+r_i\Omega),$$

where $\rho$ is the density and $\varepsilon_{xc}$ the xc energy per electron.

Turn the molecule, with its density, by a rotation $R$. Nuclei move to $R\mathbf R_A$, and a scalar field $f(\mathbf r)$ becomes $f(R^{-1}\mathbf r)$. The weights $p_A$ rotate in this way because they are built from distances. At the laboratory grid point $R\mathbf R_A+r_i\Omega_k$ the rotated integrand is the original one at

$$R^{-1}(R\mathbf R_A+r_i\Omega_k)=\mathbf R_A+r_iR^{-1}\Omega_k .$$

The quadrature energy is therefore

$$Q(R)=\sum_kW_k\,H(R^{-1}\Omega_k).$$

Neither the radial rule nor the partition can cause orientation dependence by itself. The radial rule may be inaccurate, but its error sits inside $H$ and would survive perfect angular integration unchanged for all $R$. The partition may be sharp or smooth, which shapes $H$ and can therefore change the size of the angular error, but it singles out no laboratory direction. What remains is the angular sum. Its error is

$$\delta E(R)=Q(R)-\int H\,d\Omega .$$

## 3. Harmonics below and above the degree

Use real orthonormal harmonics $Y_{lm}$ and define moments of the integrand and of the rule,

$$h_{lm}=\int H\,Y_{lm}\,d\Omega,\qquad q_{lm}=\sum_kW_kY_{lm}(\Omega_k).$$

A rotation mixes harmonics of equal $l$ through a real orthogonal matrix: $Y_{lm}(R^{-1}\Omega)=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\Omega)$. Inserting $H=\sum h_{lm}Y_{lm}$ into $Q(R)$ gives

$$Q(R)=\sum_l\sum_{mm'}q_{lm'}\,D^l_{m'm}(R)\,h_{lm}.$$

**The term $l=0$.** Since $Y_{00}=1/\sqrt{4\pi}$, we have $q_{00}=\sqrt{4\pi}$ and $h_{00}=\int H\,d\Omega/\sqrt{4\pi}$. Their product is the exact angular integral, and $D^0=1$.

**The terms $1\le l\le L$.** A rule of degree $L$ integrates these harmonics exactly. Their integrals vanish, hence $q_{lm}=0$. However anisotropic the molecule is in this range, it contributes nothing.

**The terms $l>L$.** These are left, and they are the error:

$$\delta E(R)=\sum_{l>L}\mathbf q_l^{T}D^l(R)\,\mathbf h_l ,$$

where $\mathbf q_l$ and $\mathbf h_l$ are vectors of length $2l+1$. A contribution needs both factors: an integrand containing the harmonic and a rule that misintegrates it. A spherical atom has $\mathbf h_l=0$ for $l>0$ and shows no effect. Lebedev rules contain $-\Omega_k$ with each $\Omega_k$, so $\mathbf q_l=0$ for odd $l$ even above the degree.

If the grid is pruned, so that different shells use different rules, one $H$ must be formed for each class of shells sharing a rule. The errors add, each class with its own $L$.

## 4. The size of each contribution

To weigh the terms, average over all rotations. For $l\ge1$ the average of $D^l\mathbf h_l$ is a vector unchanged by every rotation. No such nonzero vector exists, so $\langle\delta E\rangle=0$.

For the mean square, consider $M=\langle D^l\mathbf h_l\mathbf h_l^TD^{lT}\rangle$. Multiplying by a further rotation only relabels the average, so $M$ commutes with all $D^l$. It is symmetric, and its eigenspaces are preserved by all rotations. The harmonics of one $l$ contain no smaller invariant subspace, so $M=c\,\mathbf 1$. The trace gives $c(2l+1)=|\mathbf h_l|^2$. Cross terms between different $l$ vanish, because their average would connect two inequivalent irreducible representations. Thus

$$\langle\delta E^2\rangle=\sum_{l>L}\frac{|\mathbf h_l|^2\,|\mathbf q_l|^2}{2l+1}.$$

The example is water with chosen round geometry: OH distance 1.8 bohr, angle 105°. It uses Slater exchange with VWN correlation, the 6-31G* basis, 40 radial points and Becke partition weights without size adjustment. Energies are in Ry, half a hartree. All errors below are relative to the converged angular integral with the same radial points. The density held fixed in $H$ is the self-consistent density of the unrotated molecule on a 302-point angular rule.

For the 110-point Lebedev rule the moments vanish through $l=17$, so $L=17$, and the first failure is at $l=18$ with $|\mathbf q_{18}|=6.365$. The integrand has $|\mathbf h_{18}|=63.76$ µRy. The rms contribution is

$$\frac{63.76\times6.365}{\sqrt{37}}=66.7\ \text{µRy}.$$

The first five contributions are:

| $l$ | $\lvert\mathbf h_l\rvert$ (µRy) | rms part (µRy) |
|---|---|---|
| 18 | 63.8 | 66.7 |
| 20 | 33.1 | 24.7 |
| 22 | 15.9 | 4.9 |
| 24 | 7.3 | 2.6 |
| 26 | 6.6 | 0.4 |

Contributions add in squares:

$$\sqrt{66.73^2+24.74^2+4.88^2+2.60^2+0.35^2}\approx71.4\ \text{µRy},$$

the printed total, or 94 J/mol. The first failing harmonic supplies $66.7^2/71.4^2\approx87\%$ of the mean square. The decline has three causes. From $l=18$ to 22 the integrand moment falls by a factor 4.0, but the rms part falls by 13.7. The denominator $\sqrt{2l+1}$ supplies a factor $\sqrt{45/37}=1.10$. The remaining factor 3.1 is the rule: solving the formula for $|\mathbf q_{22}|$ gives $4.88\sqrt{45}/15.92=2.06$, well below 6.37. A harmonic further above the degree need not be integrated as badly as the first failing one.

Raising the degree removes the largest terms first in this example:

- 50 points, $L=11$: rms error 712 µRy (935 J/mol);
- 110 points, $L=17$: 71 µRy;
- 194 points, $L=23$: 7.6 µRy.

In the numerical check $\mathbf h_l$ comes from a separate product quadrature, with harmonics kept up to $l=46$. At 12 rotations the series agrees with direct Lebedev sums to 0.11 µRy for 50 points and 0.08 µRy for 110. For 300 random rotations with 50 points the rms is 684 µRy against the formula's 712. The mean is $-11$ µRy, within its statistical uncertainty $684/\sqrt{300}\approx39$ µRy. Individual errors range from $-1965$ to $+1891$ µRy.

## 5. What self-consistency adds

So far the density has rotated rigidly. In a self-consistent calculation it also responds to the grid error. Describe density changes in the molecular frame by small parameters $x$, measured from the minimum of the energy with exact angular integration. Near it,

$$E_R(x)=E_0+\tfrac12x^TKx+\delta E(R)+g_R^Tx,$$

with $K$ positive definite and $g_R$ the derivative of the grid error with respect to $x$. Setting the derivative to zero gives $x=-K^{-1}g_R$, and substitution gives

$$E_R^{\min}=E_0+\delta E(R)-\tfrac12g_R^TK^{-1}g_R .$$

The response is of second order in the grid error and lowers the energy. This assumes a stable minimum and a basis with complete angular shells, so that the basis itself rotates without loss.

In the calculation the fixed density is the 302-point one, which lies at $x=-K^{-1}g_{302}$ instead of $x=0$, with $g_{302}$ the corresponding derivative for that rule. Since $E_R(x)-E_R^{\min}=\tfrac12(x-x_R)^TK(x-x_R)$ with $x_R=-K^{-1}g_R$, the response measured from it is $-\tfrac12(g_R-g_{302})^TK^{-1}(g_R-g_{302})$, again of second order and never positive. For three randomly turned water molecules with 110 points, the fixed-density errors are $-14.07$, $100.76$ and $46.34$ µRy. The self-consistent errors are $-14.09$, $100.73$ and $46.33$ µRy. The response is a few hundredths of a µRy, negative in each case, while the orientation changes the energy by up to 115 µRy.

Hartree-Fock calculations on the same three molecules, with analytic integrals throughout, differ by less than $10^{-6}$ µRy. This control places the effect in the quadrature and not in the basis or the remaining energy terms.

## 6. What standard orientation does

A program may turn each molecule into a standard frame before placing the grid. Take the principal axes of inertia, the columns of $V$ in $I V=V\Lambda$, where $I$ is the inertia tensor about the centre of mass and $\Lambda$ is diagonal. If the input is rotated by $R$, then

$$I'=RIR^T,\qquad I'(RV)=RIV=(RV)\Lambda ,$$

so the new axes are $V'=RV$. A position $\mathbf x$ relative to the centre of mass becomes $R\mathbf x$, and its components in the frame are

$$V'^T(R\mathbf x)=V^TR^TR\,\mathbf x=V^T\mathbf x .$$

The input rotation has cancelled. The grid always meets the molecule in the same relative orientation $R_{\rm std}$, and the computed energy contains $\delta E(R_{\rm std})$ whatever the input.

For distinct moments of inertia, the axes are defined up to sign and order. Changing these applies a signed permutation of $x,y,z$. A Lebedev rule has octahedral symmetry, so such an operation maps its points onto points of equal weight. The ambiguity does not change the energy.

The three water inputs, whose raw energies spread over 115 µRy, give identical energies after standardization. Each is in error by $+112$ µRy. The invariance test is passed, and the error is larger than for any of the three unaligned inputs. Agreement between rotated inputs now measures the construction of the frame. It says nothing about the angular grid.

For this molecule the standard-frame error is $-958$, $+112$ and $+21$ µRy for 50, 110 and 194 points. These magnitudes are 1.3, 1.6 and 2.8 times the corresponding rms errors. In the six-point example the aligned direction was an extremum of the error; for water no such statement has been derived, and the ratios are simply what the calculation shows.

The hidden error matters when energies are subtracted. If two structures have exact angular integrals $E_1$ and $E_2$, their computed difference is, to first order,

$$E_1-E_2+\delta E_1(R_{\rm std,1})-\delta E_2(R_{\rm std,2}).$$

For neighbouring geometries with well separated moments of inertia the frame changes continuously, and so does the error, so the last two terms cancel ever more closely as the geometries approach each other. For structures that differ substantially nothing in the standardization makes them cancel, and Section 8 shows that even neighbouring geometries can lose the cancellation when two moments are equal.

## 7. The torque, and why it vanishes for water in the standard frame

An orientation-dependent energy exerts a torque on an isolated molecule. Its expected size follows from Section 4. Let $\partial_a$ be the derivative with respect to a small turn about axis $a$. Averages over all rotations do not change under a turn, so derivatives can be moved from one factor to the other with a minus sign:

$$\sum_a\langle(\partial_af)^2\rangle=-\Big\langle f\sum_a\partial_a^2f\Big\rangle=l(l+1)\langle f^2\rangle$$

for a part $f$ of $\delta E$ with a single $l$. The last step uses the squared angular momentum, $-\sum_a\partial_a^2=l(l+1)$. Different $l$ again add in squares. With the tabulated 110-point contributions,

$$\sqrt{342(66.7)^2+420(24.7)^2+506(4.9)^2+600(2.6)^2+702(0.4)^2}\approx1340\ \text{µRy/rad}.$$

The high $l$ makes the torque large compared with the energy error. The first random input has a torque of 1668 µRy/rad although its energy error is only $-14$ µRy.

In the standard frame the torque of water is zero to numerical accuracy, $2\times10^{-6}$ µRy/rad. The reason is symmetry. The two mirror planes of water coincide with mirror planes of the grid. For each coordinate axis, at least one of these planes contains the axis, and reflection in it reverses the sense of a turn about that axis. Hence $\delta E(\alpha)=\delta E(-\alpha)$ for each axis, and the slope at $\alpha=0$ vanishes. The energy error of 112 µRy is untouched. Twofold axes along the coordinate axes act in the same way, since a half turn about one of them reverses the sense of a turn about the other two. If no symmetry operation shared by molecule and grid reverses a given turn, this argument does not make the torque about that axis vanish.

## 8. Where the hiding fails

The standard frame depends on geometry, and at equal moments of inertia it is not unique. Ammonia has two equal moments, for axes perpendicular to its threefold axis $z$. Place the hydrogens at azimuths $\phi_i=0°,120°,240°$ and change the bond lengths by tiny amounts $d_i$. If $\eta$ is the distance of a hydrogen from the $z$ axis, $\theta$ the polar angle of the bonds and $m$ the hydrogen mass, then $\eta_i^2$ changes by $2\eta\sin\theta\,d_i$. The perpendicular block of the inertia tensor contains $-m\sum_i\eta_i^2\hat e_i\hat e_i^T$ with $\hat e_i=(\cos\phi_i,\sin\phi_i)$. The trace-free part of $\hat e_i\hat e_i^T$ is

$$\frac12\begin{pmatrix}\cos2\phi_i&\sin2\phi_i\\ \sin2\phi_i&-\cos2\phi_i\end{pmatrix},$$

so the degeneracy is split in proportion to

$$c=\sum_id_i\cos2\phi_i,\qquad s=\sum_id_i\sin2\phi_i .$$

Shifts of the centre of mass and the coupling to $z$ affect this block at second order in $d$. The axes lie at an angle $\alpha$ with $\tan2\alpha=s/c$, in which the size of the distortion cancels.

For $d\propto(2,-1,-1)$ we get $c\propto2+\frac12+\frac12=3$ and $s=0$, hence $\alpha=0$. For $d\propto(0,1,-1)$ we get $c=0$ and $s\propto-\sqrt3$, hence axes at 45°. Two arbitrarily small distortions select frames that differ by 45°.

By the threefold symmetry the exact energy has no first-order change under either distortion, since each has $\sum_id_i=0$. The grid error can nevertheless jump. The molecule is unchanged by a 120° turn about $z$, so its moments have $|m|$ divisible by 3, where $m$ now labels the harmonic. The rule is unchanged by a 90° turn, so its moments have $|m|$ divisible by 4. Both conditions require multiples of 12. Mirror planes in $xz$ make the error even in the turn $\alpha$:

$$\delta E(\alpha)=A_0+A_{12}\cos12\alpha+A_{24}\cos24\alpha+\dots$$

At 45°, $\cos12\alpha=\cos540°=-1$: the $|m|=12$ part changes sign. The 50-point rule, with $L=11$, first fails at $l=12$, where $|m|=12$ is already allowed.

The calculation uses NH 1.9 bohr, bonds at 112° from the threefold axis and distortions of $10^{-6}$ bohr. With 50 points the two standard frames give energies 3497 µRy apart, about 4.6 kJ/mol. In a common fixed frame the same geometries differ by 0.009 µRy. The jump belongs to the change of frame. It is comparable with the sampled range of errors, 3856 µRy, found for water under random rotations with the same rule.

A frame held fixed along a path avoids this jump, but keeps the orientation error and, unless symmetry removes it, the torque. A direct diagnosis is to switch reorientation off, turn the molecule by a general angle (a 90° turn about a grid axis changes nothing) and compare energies, or to raise the angular degree in one fixed orientation. The cause is the mismatch between $\mathbf h_l$ and a rule that fails above $L$. For water, raising the degree from 11 to 17 and 23 reduced the resulting rms error (Section 4); standardization only fixes the orientation at which the mismatch is sampled.

## Numbers as computed

```
water: OH 1.8 bohr, angle 105.0 deg; radial points 40
xc energy, converged angular integral: -17.573445 Ry
total energy, converged angular integral: -151.681097 Ry
50 points: L = 11, first failing l = 12, |q_l| there = 7.0722
  rms orientation error (formula) 712.461 uRy = 935.2835 J/mol
  error in standard orientation -957.622 uRy
110 points: L = 17, first failing l = 18, |q_l| there = 6.3654
  rms orientation error (formula) 71.398 uRy = 93.7278 J/mol
  error in standard orientation 111.977 uRy
  l = 18: |h_l| 63.764 uRy, rms part 66.727 uRy
  l = 20: |h_l| 33.097 uRy, rms part 24.737 uRy
  l = 22: |h_l| 15.924 uRy, rms part 4.881 uRy
  l = 24: |h_l| 7.269 uRy, rms part 2.601 uRy
  l = 26: |h_l| 6.604 uRy, rms part 0.352 uRy
194 points: L = 23, first failing l = 24, |q_l| there = 5.9533
  rms orientation error (formula) 7.625 uRy = 10.0097 J/mol
  error in standard orientation 21.315 uRy
50 points, 12 rotations: largest |series - direct| 0.1073 uRy
110 points, 12 rotations: largest |series - direct| 0.0759 uRy
50 points, 300 rotations: mean -11.360 uRy, rms 684.451 uRy
  lowest -1964.830 uRy, highest 1890.720 uRy
110 points, SCF error, fixed-density error, SCF error standardized:
  input 1: -14.086, -14.068, 111.949 uRy
  input 2: 100.733, 100.764, 111.949 uRy
  input 3: 46.330, 46.344, 111.949 uRy
spread of SCF energies: raw 114.819 uRy, standardized 0.0e+00 uRy
spread of Hartree-Fock energies: 3.4e-07 uRy
110 points, |dE/d(angle)|: input 1 1667.574, standard 2.0e-06 uRy/rad
ammonia: NH 1.9 bohr, polar angle 112.0 deg, distortion 1e-06 bohr, 50 points
  angle between the two standard frames 45.000 deg
  energy difference: standard frames 3496.7959 uRy, common fixed frame 8.7e-03 uRy
```
